# Flyvbjerg–Petersen blocking: bias, uncertainty and choice of block length

## An error bar that is six times too small

A first-principles molecular dynamics run delivers one pressure value per time step, and the quantity wanted is the average. Each step costs a full electronic-structure calculation, so the run is short and the average needs an error bar. Take a model signal with round parameters: standard deviation $\sigma=400$ MPa, one value per femtosecond, $N=16384$ values. If the values were independent, the standard error would be $400/\sqrt{16384}=3.1$ MPa. But the atoms move little in a femtosecond, and successive pressures are strongly correlated. If the correlation decays exponentially with a time constant of 20 fs, the true standard error is 19.8 MPa.

The natural repair is to average the data over blocks and treat the block means as independent. This raises two questions: how wrong is the result for a given block length, and how reliable is it when few blocks remain?

Let $x_1,\dots,x_N$ be a stationary series, with equilibration already discarded, of mean $\mu$ and autocovariance $\gamma_t=\langle(x_i-\mu)(x_{i+t}-\mu)\rangle$. Angle brackets denote the average over many equivalent runs. Times are counted in steps, here of 1 fs. Let $m$ be the average of the run. Cut the run into $n=N/b$ blocks of $b$ steps, with means $y_1,\dots,y_n$, and define

$$s_b^2=\frac{1}{n(n-1)}\sum_{i=1}^n (y_i-m)^2 .$$

For independent blocks this is the usual unbiased estimate of $\mathrm{Var}(m)$. The naive error bar is $s_1$.

## What the estimate leaves out

Let $C_j$ be the covariance of two block means $j$ blocks apart. Since $m$ is the mean of the $y_i$,

$$\mathrm{Var}(m)=\frac{1}{n^2}\sum_{i,k}C_{|i-k|}=\frac{C_0}{n}+\frac{2}{n^2}\sum_{j=1}^{n-1}(n-j)C_j ,$$

because $n-j$ pairs of blocks have separation $j$. Expanding the square about $\mu$ gives

$$\sum_i(y_i-m)^2=\sum_i(y_i-\mu)^2-n(m-\mu)^2 ,$$

and therefore

$$\langle s_b^2\rangle=\frac{C_0-\mathrm{Var}(m)}{n-1}.\qquad(1)$$

Subtract $\mathrm{Var}(m)$ and insert its expansion:

$$\langle s_b^2\rangle-\mathrm{Var}(m)=\frac{C_0-n\mathrm{Var}(m)}{n-1}=-\frac{2}{n(n-1)}\sum_{j=1}^{n-1}(n-j)C_j\equiv-\bar C_b .\qquad(2)$$

There are $n(n-1)/2$ pairs of distinct blocks, so $\bar C_b$ is their average covariance. The bias is minus this average. Longer blocks help by moving correlated pairs of data inside a block, where $C_0$ accounts for them.

## How fast the bias decays

Assume that $\sum_t t|\gamma_t|$ is finite, and define

$$S=\gamma_0+2\sum_{t\ge1}\gamma_t,\qquad D=2\sum_{t\ge1}t\,\gamma_t,\qquad T=\frac{D}{S},\qquad S>0 .$$

The variance of the mean of $b$ successive values is

$$V(b)=\frac{1}{b^2}\Big[b\gamma_0+2\sum_{t=1}^{b-1}(b-t)\gamma_t\Big].$$

Extend the sum to infinity and subtract what was added. The added terms are $(b-t)\gamma_t$ with $t>b$, so

$$V(b)=\frac{S}{b}-\frac{D-R_b}{b^2},\qquad R_b=2\sum_{t>b}(t-b)\gamma_t .$$

The remainder $R_b$ becomes negligible once $b$ is much longer than the memory of the series. Now $C_0=V(b)$ and $\mathrm{Var}(m)=V(N)$. In the numerator of (2), $nS/N=S/b$ cancels the first term of $V(b)$, and $n/N^2=1/(nb^2)$, which leaves

$$C_0-n\mathrm{Var}(m)=-\frac{1}{b^2}\Big[D-R_b-\frac{D-R_N}{n}\Big].$$

With both remainders negligible the bracket is $D(n-1)/n$. Dividing by $n-1$ and using $nb=N$,

$$\langle s_b^2\rangle-\mathrm{Var}(m)=-\frac{D}{Nb}.\qquad(3)$$

Since $\mathrm{Var}(m)=(S/N)(1-T/N)$ in the same approximation, the relative bias is $-T/b$ for $N\gg |T|$.

The boundaries between blocks explain this form. For large $b$ only neighbouring blocks are correlated. A lag $t<b$ connects them through $t$ pairs of data, so $C_1\to b^{-2}\sum_t t\gamma_t=D/(2b^2)$. Neighbours make up $n-1$ of the $n(n-1)/2$ pairs, a fraction $2/n$, and the product is $D/(nb^2)=D/(Nb)$.

For exponential memory, $\gamma_t=\sigma^2a^t$ with $a=e^{-1/\tau}$, the sums $\sum_{t\ge1} a^t=a/(1-a)$ and $\sum_{t\ge1} ta^t=a/(1-a)^2$ give

$$S=\sigma^2\frac{1+a}{1-a},\qquad D=\frac{2\sigma^2a}{(1-a)^2},\qquad T=\frac{2a}{1-a^2}=\frac{1}{\sinh(1/\tau)} .$$

For $\tau\gg1$ this means $S\approx2\tau\sigma^2$ and $T\approx\tau$: the bias decays as $\tau/b$. Putting $t=b+k$ in the remainder gives $R_b=a^bD$, so the approach to the plateau is, for $n\gg1$ and $N\gg\tau$,

$$\frac{\langle s_b^2\rangle}{S/N}\approx1-\frac{T}{b}\,(1-a^b).\qquad(4)$$

In the example $T=19.99$. At $b=256$ the predicted relative bias is $-19.99/256=-0.078$, and the exact expectation gives the same figure. The decay is slow: even at nearly thirteen correlation times per block, the variance is 8% too small on average.

## When the estimate rises

Blocks of length $2b$ are formed by averaging neighbours in pairs. This leaves $m$ unchanged, so every level estimates the same $\mathrm{Var}(m)$, and by (2)

$$\langle s_{2b}^2\rangle-\langle s_b^2\rangle=\bar C_b-\bar C_{2b}.$$

Take $n$ even and larger than 2. The covariance of two merged blocks is the mean of the four covariances between their members, so $\bar C_{2b}$ is the average over pairs of old blocks that were not merged with each other. The merged pairs number $n/2$, a fraction $1/(n-1)$ of all pairs, and each has covariance $C_1$. Hence

$$\bar C_b=\frac{C_1+(n-2)\bar C_{2b}}{n-1},\qquad \langle s_{2b}^2\rangle-\langle s_b^2\rangle=\frac{C_1-\bar C_{2b}}{n-1}.$$

The expectation rises if neighbouring blocks are more strongly correlated than the average unmerged pair. When $\gamma_t$ never increases with $t$, neither does $C_j$ for $j\ge1$, since a larger $j$ shifts all contributing lags upwards. The expected estimate then cannot fall.

Oscillating memory can behave differently. For $\gamma_t\propto e^{-t/20}\cos(2\pi t/50)$, the negative lobes carry enough weight at long lags to make $D$ negative, with $T=-14.5$ fs. The expected variance overshoots and returns from above; among powers of two its largest value is 1.73 times the true one, at $b=16$ fs. At 256 fs it is still 5.7% too large, in agreement with $-T/b=14.5/256$.

## Why not simply take the longest blocks?

Equation (3) alone would recommend two blocks, each half the run. The objection is the scatter of $s_b^2$ from run to run. To compute it, assume Gaussian data; the bias results above did not need this.

Collect the deviations $y_i-\mu$ in a vector $z$ with covariance matrix $C$, and let $P$ be the projector that subtracts the mean of the components. Then $\sum_i(y_i-m)^2=|Pz|^2$. The vector $Pz$ is Gaussian with covariance $PCP$, which has at most $n-1$ non-zero eigenvalues $\lambda_k\ge0$. Along its eigenvectors,

$$|Pz|^2=\sum_{k=1}^{n-1}\lambda_k\xi_k^2 ,$$

with independent standard normal $\xi_k$. Because $\langle\xi^2\rangle=1$ and $\mathrm{Var}(\xi^2)=3-1=2$,

$$\frac{\mathrm{Var}(s_b^2)}{\langle s_b^2\rangle^2}=\frac{2\sum_k\lambda_k^2}{(\sum_k\lambda_k)^2}\ge\frac{2}{n-1}.\qquad(5)$$

The inequality is that of Cauchy and Schwarz, $(\sum_k\lambda_k)^2\le(n-1)\sum_k\lambda_k^2$. Equality holds when all $\lambda_k$ are equal, as for uncorrelated blocks. On the plateau the relative standard deviation of $s_b^2$ is therefore close to $\sqrt{2/(n-1)}$, which grows with block length and is about $\sqrt{2b/N}$ as long as there are many blocks. For small fluctuations $\delta s/s\approx\delta(s^2)/(2s^2)$, so the error bar $s_b$ has half this relative uncertainty, $1/\sqrt{2(n-1)}$.

For short blocks the bound is far from the truth. At $b=1$ and $N\gg\tau$, mean subtraction is a small correction, so $\sum_k\lambda_k\approx N\sigma^2$. The sum of $\lambda_k^2$ is the sum of all squared matrix elements,

$$\sum_k\lambda_k^2\approx N\sum_{t=-\infty}^{\infty}\gamma_t^2=N\sigma^4\frac{1+a^2}{1-a^2}\approx N\tau\sigma^4 .$$

The relative standard deviation is then $\sqrt{2\tau/N}=\sqrt{40/16384}=0.049$, whereas $\sqrt{2/(n-1)}$ gives 0.011. Blocks much shorter than $\tau$ average strongly correlated numbers, so this uncertainty at first changes little with $b$. The naive error bar is wrong, and the usual formula also overstates its precision.

The model run shows both effects. The column "one run" belongs to a single synthetic series; the other two are exact for the model.

| $b$ (fs) | $n$ | $s_b$, one run (MPa) | $\langle s_b^2\rangle/\mathrm{Var}(m)$ | relative std. of $s_b^2$ |
|---:|---:|---:|---:|---:|
| 1 | 16384 | 3.1 | 0.025 | 0.049 |
| 16 | 1024 | 11.1 | 0.312 | 0.061 |
| 64 | 256 | 16.4 | 0.700 | 0.092 |
| 256 | 64 | 19.1 | 0.922 | 0.178 |
| 1024 | 16 | 18.2 | 0.980 | 0.365 |
| 2048 | 8 | 14.6 | 0.990 | 0.535 |
| 8192 | 2 | 26.6 | 0.998 | 1.414 |

The plateau is a property of the expectation. A single run reaches its neighbourhood and then wanders.

## Neighbouring levels are not independent evidence

Two similar values in succession look like confirmation, but they come from the same data. Consider independent Gaussian blocks of variance $v$, and let $h=n/2$. Write each merged mean twice, once for each member, and subtract $m$. This is a projection $Qz$ onto a space of dimension $h-1$ contained in that of $P$. The doubling gives $|Qz|^2=2\sum(\text{merged mean}-m)^2$, hence

$$s_b^2=\frac{|Pz|^2}{n(n-1)},\qquad s_{2b}^2=\frac{|Qz|^2}{2h(h-1)}=\frac{|Qz|^2}{n(h-1)} .$$

Both have mean $v/n$. The part of $|Pz|^2$ outside the space of $Q$ is independent of $|Qz|^2$, so their covariance is $\mathrm{Var}(|Qz|^2)=2v^2(h-1)$. In units of $(v/n)^2$,

$$\mathrm{Var}(s_b^2)=\frac{2}{n-1},\qquad \mathrm{Var}(s_{2b}^2)=\frac{2}{h-1},\qquad \mathrm{Cov}(s_b^2,s_{2b}^2)=\frac{2}{n-1}.\qquad(6)$$

The correlation coefficient is $\sqrt{(h-1)/(n-1)}$, close to $1/\sqrt2$ for many blocks. For the levels 256 and 512 fs this gives 0.70; the exact value for the model, whose blocks are still slightly correlated, is 0.73. Neighbouring levels therefore tend to err in the same direction, and their agreement does little to confirm the value. The correlation does help in detecting a rise: by (6) the difference $s_{2b}^2-s_b^2$ has variance $2/(h-1)-2/(n-1)$, less than the sum that independent levels would give. For long blocks this is still not enough. Between 256 and 512 fs the difference scatters by about $\sqrt{2/31-2/63}=0.18$, while the expected rise is only $0.961-0.922=0.04$, so a flat step there says little about the remaining bias.

## Balancing the two errors

The mean square error of $s_b^2$, relative to the true variance squared, is the squared bias plus the scatter. To leading order for $T\ll b\ll N$,

$$E(b)=\frac{T^2}{b^2}+\frac{2b}{N}.$$

Setting $E'(b)=-2T^2/b^3+2/N=0$ gives

$$b_*=(T^2N)^{1/3}.\qquad(7)$$

At this point $T^2/b_*^2=b_*/N$, so $E(b_*)=3b_*/N$ and the relative rms error of the variance is $\sqrt3\,(T/N)^{1/3}$. The cube root is a severe law: a run eight times longer only halves the error of the estimated variance.

In the example $b_*=(19.99^2\times16384)^{1/3}=187$ fs, and the leading-order rms error is 0.185. This is a slight overestimate, because an estimate that is too low on average also scatters less. Among powers of two, the best choice is 256 fs. There the scatter relative to the true variance is $0.9218\times0.1785=0.1645$, and combining it with the bias gives $\sqrt{0.1645^2+0.0782^2}=0.182$. The error bar itself is thus uncertain by roughly 10%, and a second significant digit is about all it deserves.

Formula (7) requires $T$, which is unknown in practice. For a single exponential memory with $\tau\gg1$, the ratio $g_b=s_b^2/s_1^2$ approaches $S/\gamma_0\approx2\tau$ on the plateau, apart from scatter, so $g_b/2$ can stand in for $T$. Other memories need not allow this: in the oscillating example above, $S/(2\gamma_0)$ is only 2.7 fs, whereas $|T|=14.5$ fs. For a single exponential memory the scheme becomes:

1. Compute $s_1^2$ from the raw data.
2. Average neighbours in pairs and compute the next $s_b^2$. Repeat down to two blocks. If a level has an odd number of blocks, one must be dropped; a power of two for $N$ avoids this.
3. Select the smallest $b$ with $b^3\ge N(g_b/2)^2$.
4. Report $s_b$ with relative uncertainty $1/\sqrt{2(n-1)}$, which covers the scatter for large $n$ but not the remaining bias, and inspect the longer blocks for a continuing rise.

The levels contain $N+N/2+N/4+\dots<2N$ numbers, so the cost is proportional to $N$.

For the run in the table, $b=256$ gives $g_b=(19.05/3.145)^2=36.7$ and $N(g_b/2)^2=5.5\times10^6$, below $256^3=1.68\times10^7$. At $b=128$ the right-hand side is also about $5.5\times10^6$, but $128^3=2.1\times10^6$ is too small, and shorter blocks fail as well. The rule selects 256 fs. With $n=64$ the relative uncertainty is $1/\sqrt{126}=0.089$, so the error bar is $19.1\pm1.7$ MPa, against a true value of 19.8 MPa. The average of this run was in fact 12 MPa below the true mean.

## Removing the leading bias

Since the bias (3) halves when $b$ doubles, it cancels in $2s_{2b}^2-s_b^2$. The price follows from (6). For independent blocks the relative variance of the combination is

$$4\cdot\frac{2}{h-1}-4\cdot\frac{2}{n-1}+\frac{2}{n-1}=\frac{16}{n-2}-\frac{6}{n-1}\approx\frac{10b}{N},$$

five times that of $s_b^2$. What remains of the bias follows from (4):

$$-\frac{T}{b}(1-a^{2b})+\frac{T}{b}(1-a^b)=-\frac{T}{b}\,(a^b-a^{2b}),$$

which is exponentially small for $b\gg\tau$. In the example, $b=64$ fs leaves a bias of $-1.2$% and an rms error of 0.164, modestly better than 0.182. At $b=32$ fs the rms error is lower still, 0.140, with a bias of $-10$%, similar to the $-8$% of the plain estimate at 256 fs. At 128 fs the bias is negligible and the rms error is 0.257. The combination can also turn negative when few blocks remain, which no variance may do.

## A slow component defeats the automatic rule

The time $T$ weights long lags more heavily than the integrated correlation time $S/(2\gamma_0)$ does. For a sum of exponentials with weights $w_k$ and times $\tau_k\gg1$, $S\approx2\sigma^2\sum_k w_k\tau_k$ and $D\approx2\sigma^2\sum_k w_k\tau_k^2$. Let 90% of the signal variance decay in 5 fs and 10% in 200 fs. Then

$$T\approx\frac{0.9\times5^2+0.1\times200^2}{0.9\times5+0.1\times200}=164\ \text{fs},$$

while $S/(2\gamma_0)$ is 24.5 fs. The rule takes $g_b/2$ for $T$ and, applied to the expected estimates, stops at $b=128$ fs. There the expected variance is 39% of the true one, and the error bar is only about $\sqrt{0.39}=0.62$ of the true one. Blocks of 2048 fs recover 92%, but only eight of them fit into the run.

This is why the fourth step of the scheme matters: a rise that continues beyond the selected block length, by more than the scatter allows, signals slower memory. If that memory is comparable with the run itself, no block length satisfies $T\ll b\ll N$, and a longer run is needed. The numerical check compares the bias and scatter formulas with exact matrix results and with 2000 synthetic runs.

## Numbers as computed

```
run length N = 16384 steps of 1 fs; tau = 20 fs
signal standard deviation = 400 MPa
S/gamma_0 = 40.008 steps; T = D/S = 19.992 fs
true standard error of mean = 19.754 MPa
scatter of 2000 run means = 19.737 MPa
b[fs] n | s one run[MPa] | sqrt(E s2)[MPa] | E s2/true | rel.std s2 | sqrt(2/(n-1))
    1  16384    3.145    3.121   0.0250   0.0494   0.0110
    2   8192    4.393    4.360   0.0487   0.0506   0.0156
    4   4096    6.101    6.054   0.0939   0.0524   0.0221
    8   2048    8.346    8.286   0.1760   0.0555   0.0313
   16   1024   11.119   11.028   0.3117   0.0613   0.0442
   32    512   14.041   13.983   0.5010   0.0721   0.0626
   64    256   16.388   16.528   0.7000   0.0922   0.0886
  128    128   19.032   18.147   0.8439   0.1265   0.1255
  256     64   19.052   18.966   0.9218   0.1785   0.1782
  512     32   18.734   19.364   0.9609   0.2541   0.2540
 1024     16   18.200   19.560   0.9805   0.3652   0.3651
 2048      8   14.592   19.657   0.9902   0.5345   0.5345
 4096      4   17.753   19.706   0.9951   0.8165   0.8165
 8192      2   26.550   19.730   0.9976   1.4142   1.4142
one run: error of its mean = -12.02 MPa
one run: rule selects b = 256 fs, s = 19.05 MPa
b=256 fs: relative bias = -0.0782, -T/b = -0.0781
b=256 fs: rel. std of s, runs = 0.0919, formula = 0.0891
levels 256/512 fs: correlation exact = 0.731, runs = 0.738
same, independent blocks = 0.701
optimum formula: b = 187.1 fs, rel. rms = 0.1851
best power of two: b = 256 fs, rel. rms = 0.1822
rule picks that b in 100.0 % of runs, rel. rms = 0.1875
long test, N = 720720, tau = 5 fs: best b = 260 fs, formula 261.0 fs
extrapolation 2*s2_2b - s2_b: b[fs], rel. bias, std, rms
   32  -0.10094   0.0968   0.1398
   64  -0.01227   0.1635   0.1640
  128  -0.00026   0.2565   0.2565
oscillation, period 50 fs, decay 20 fs: T = -14.54 fs
  largest E s2/true = 1.733 at b = 16 fs
  E s2/true at b = 256 fs: 1.0568
two times: 90 % with 5 fs, 10 % with 200 fs
  S/(2 gamma_0) = 24.52 fs; T = 164.1 fs
  rule on expected ladder stops at b = 128 fs, E s2/true = 0.389
  E s2/true at b = 2048 fs: 0.9191
```
